\section*{Oscillator strength of weakly confined excitons in a hard sphere}

\section{The numbers to be explained}

If the wall of a sphere of radius 8~nm acted only on the exciton's centre of mass, the lowest exciton state would absorb light 830 times as strongly as one band-to-band electron--hole pair, for the material parameters given below. It takes 60.8\% of the strength available to the whole series of confined $1s$ excitons; the next bright state takes 15.2\% and the third 6.8\%. These percentages contain neither the radius nor any material constant. They follow from
\begin{equation}
g_n=\frac{6}{\pi^2n^2},\qquad \sum_{n=1}^{\infty}g_n=1,
\label{eq:result}
\end{equation}
where $n=1,2,\dots$ numbers the $s$-like states of the exciton's centre of mass. When the walls act on the electron and hole separately, the first share falls to 43\% of the same reference strength. The first result is derived here and the second is computed numerically, with the conditions for using them.

\section{Model and optical amplitude}

The electron and hole have isotropic masses $m_e$ and $m_h$, total mass $M=m_e+m_h$ and reduced mass $\mu=m_em_h/M$. They attract through a uniform relative permittivity $\epsilon$. With $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M$ and $\mathbf s=\mathbf r_e-\mathbf r_h$, the Hamiltonian, measured from the band gap, is
\begin{equation}
H=-\frac{\hbar^2}{2M}\nabla_R^2-\frac{\hbar^2}{2\mu}\nabla_s^2-\frac{e^2}{4\pi\epsilon_0\epsilon s}.
\end{equation}
Weak confinement means that the radius $a$ is much larger than the exciton Bohr radius $a_B$. The relative motion then stays close to its bulk ground state, and the wall acts mainly on $\mathbf R$. The ideal model takes
\begin{equation}
\Psi(\mathbf r_e,\mathbf r_h)=\phi(s)F(\mathbf R),\qquad \phi(s)=\frac{e^{-s/a_B}}{\sqrt{\pi a_B^3}},\qquad F=0\ \text{at}\ R=a .
\label{eq:product}
\end{equation}
The prefactor of $\phi$ follows from $\int_0^\infty4\pi s^2e^{-2s/a_B}ds=\pi a_B^3$, so $|\phi(0)|^2=1/(\pi a_B^3)$.

Light creates the electron and hole at the same point. If its field is uniform over the sphere, the amplitudes from all points add in phase:
\begin{equation}
A=p\int\Psi(\mathbf r,\mathbf r)\,d^3r,\qquad f=\frac{2|A|^2}{m_0E}.
\label{eq:amp}
\end{equation}
Here $p$ is the band-to-band momentum matrix element for the chosen polarization, including its spin factor, $m_0$ is the free-electron mass and $E$ the transition energy. At $\mathbf r_e=\mathbf r_h=\mathbf r$ we have $\mathbf s=0$ and $\mathbf R=\mathbf r$, hence
\begin{equation}
|A|^2=\frac{p^2}{\pi a_B^3}\left|\int F(\mathbf r)\,d^3r\right|^2 .
\label{eq:factor}
\end{equation}

The fractions in (\ref{eq:result}) are shares of $|A|^2$. They are also shares of $f$ as far as $E$ can be taken as common to the series. ``Total'' refers to excitons with $1s$ relative motion, not to all interband absorption.

\section{The fractions and their sum}

A state with angular factor $Y_{lm}$, $l>0$, integrates to zero over angles, because $Y_{lm}$ is orthogonal to the constant $Y_{00}$. For $l=0$ put $F=u(r)/r$. The free equation becomes $-(\hbar^2/2M)u''=\mathcal E u$. Regularity at the centre requires $u(0)=0$, and the wall requires $u(a)=0$, so $u=C\sin(n\pi r/a)$. Normalization gives
\begin{equation}
1=4\pi C^2\int_0^a\sin^2\frac{n\pi r}{a}\,dr=2\pi aC^2,
\end{equation}
and therefore
\begin{equation}
F_n=\frac{\sin(n\pi r/a)}{r\sqrt{2\pi a}},\qquad
\mathcal E_n=n^2E_1,\qquad E_1=\frac{\hbar^2\pi^2}{2Ma^2}.
\label{eq:states}
\end{equation}
The volume element supplies $r^2$, one power of which cancels the $1/r$. Integration by parts gives
\begin{align}
\int_0^a r\sin\frac{n\pi r}{a}\,dr
&=\left[-\frac{ar}{n\pi}\cos\frac{n\pi r}{a}\right]_0^a+\frac{a}{n\pi}\int_0^a\cos\frac{n\pi r}{a}\,dr\nonumber\\
&=(-1)^{n+1}\frac{a^2}{n\pi},
\label{eq:parts}
\end{align}
since the last integral is proportional to $\sin n\pi=0$. Thus
\begin{equation}
\int F_n\,d^3r=\frac{4\pi}{\sqrt{2\pi a}}\,(-1)^{n+1}\frac{a^2}{n\pi}
=(-1)^{n+1}\frac1n\sqrt{\frac{8a^3}{\pi}} .
\end{equation}
Squaring and dividing by $V=4\pi a^3/3$,
\begin{equation}
g_n=\frac1V\left|\int F_n\,d^3r\right|^2=\frac{8a^3}{\pi n^2}\,\frac{3}{4\pi a^3}=\frac{6}{\pi^2n^2}.
\end{equation}

The $1/n$ in the amplitude has a simple origin. The integrand $r\sin(n\pi r/a)$ has $n$ lobes of alternating sign that grow outwards. The outermost has area $(2-1/n)a^2/(n\pi)$. Comparison with (\ref{eq:parts}) shows that about half of it survives the cancellation at large $n$, and its width is $a/n$.

For the sum, note that the sine functions are complete on $0<r<a$, so the $F_n$ are complete for spherically symmetric functions. Parseval's relation applied to the constant function 1 gives
\begin{equation}
\sum_n\left|\int F_n\cdot1\,d^3r\right|^2=\int1^2\,d^3r=V .
\label{eq:parseval}
\end{equation}
The constant does not vanish at the wall, but convergence in the mean-square sense is enough. Division by $V$ gives $\sum g_n=1$. With (\ref{eq:factor}), the total $|A|^2$ is $p^2V/(\pi a_B^3)$, which is proportional to volume.

The mismatch at the wall makes the sum converge slowly. From $1/[n(n+1)]<1/n^2<1/[n(n-1)]$ and telescoping sums,
\begin{equation}
\frac{6}{\pi^2(N+1)}<1-\sum_{n=1}^{N}g_n<\frac{6}{\pi^2N}.
\end{equation}
Five states hold 89.0\% of the total and ten hold 94.2\%.

\section{Worked example}

Take $m_e=0.4\,m_0$, $m_h=2.0\,m_0$, $\epsilon=5$, bulk exciton energy $E_X=3.2$~eV and $a=8$~nm. Then $M=2.4\,m_0$ and $\mu=0.8/2.4=0.333\,m_0$. The hydrogen formulas give $a_B=0.794$~nm and a binding energy of 181~meV, so $a/a_B=10.08$. Relative to one pair with $|A|^2=p^2$, the whole series has strength
\begin{equation}
\frac{V}{\pi a_B^3}=\frac43\left(\frac a{a_B}\right)^3=\frac43(10.08)^3\simeq1365,
\end{equation}
and the first state has $0.608\times1365\simeq830$. Its confinement energy is $E_1=2.45$~meV; the second and third lie at 9.79 and 22.0~meV.

The series cannot be followed indefinitely. The $2s$ relative state lies $\tfrac34\times181=136$~meV above the $1s$ state. For the ideal levels, the condition $n^2E_1<136$~meV admits $n\le7$, and these seven states hold 91.9\% of the ideal total. The other 8.1\% belongs to states for which a frozen $1s$ motion has no justification. The sum rule is a property of the ideal model, not a prediction for each high line. Even below $n=7$, accuracy requires the stronger condition $n\pi a_B/a\ll1$, derived next.

\section{Walls that act on both particles}

A real surface confines the electron and hole, not their centre of mass. Let $\Psi$ vanish whenever either particle is outside the sphere. Since $\mathbf R$ lies on the line between the particles and a sphere is convex, $\mathbf R$ is inside too. For each fixed $\mathbf s$, the mean centre-of-mass kinetic energy is then at least $E_1$, while the relative energy is at least the bulk $1s$ energy. The true confinement energy is therefore no smaller than $E_1$.

An exciton closer to the wall than about $a_B$ is squeezed and repelled. Further inside, its envelope is still a free wave, $F\simeq C\sin(\kappa r)/r$, but its extrapolated zero lies at $a-d$. For $\kappa a_B\ll1$ the thickness $d$ of this dead layer does not depend on $n$ at leading order, and $\kappa\simeq n\pi/(a-d)$. Using the free wave up to $a-d$ replaces $a^3$ by $(a-d)^3$ in the strength.

The error comes from the surface shell. There $|F|$ is of order $C\kappa a_B/a$ and the shell volume is of order $4\pi a^2a_B$, so the shell contributes about $4\pi C\kappa a a_B^2$ to the amplitude. The full integral has magnitude $4\pi Ca/\kappa$. The relative correction is thus of order $(\kappa a_B)^2$, and
\begin{equation}
g_n^{\rm pair}=\frac{6}{\pi^2n^2}\left(1-\frac da\right)^3\left[1+O\!\left(\frac{n^2\pi^2a_B^2}{a^2}\right)\right],
\label{eq:dead}
\end{equation}
where $g_n^{\rm pair}$ is still referred to $p^2V/(\pi a_B^3)$ with the full volume. To first order in $a_B/a$, the layer lowers all low-$n$ strengths by one factor and leaves their ratios unchanged.

To find $d$, the interacting pair with hard walls for both particles was solved variationally for zero total envelope angular momentum. The basis consisted of polynomials in $r_e^2$ and $r_h^2$ that vanish at the walls, multiplied by $e^{-s/a_B}$ and by $1$, $s$ or $s^2$. Raising the combined polynomial order from 6 to 8 left the first strength at 8~nm unchanged at 0.4319; a larger basis with powers of $s$ up to the sixth gives 0.4317, so three digits are reliable. The masses and permittivity were held fixed while the radius was doubled:

\begin{center}
\begin{tabular}{lcc}
 & $a=8$ nm & $a=16$ nm\\
\hline
ideal $E_1$ (meV) & 2.45 & 0.61\\
pair confinement energy (meV) & 3.31 & 0.71\\
$d$ from that energy (nm) & 1.12 & 1.10\\
$g_1^{\rm pair}$ & 0.432 & 0.504\\
$g_1$ from $d$ alone & 0.387 & 0.491\\
$g_2^{\rm pair}$ & 0.145 & 0.136\\
$g_2^{\rm pair}/g_1^{\rm pair}$ & 0.337 & 0.270
\end{tabular}
\end{center}

The layer follows from $d=a\,[1-(E_1/E_{\rm pair})^{1/2}]$. At 8~nm this is $8\,[1-(2.448/3.309)^{1/2}]=1.12$~nm, or $1.4\,a_B$. It hardly changes when the radius doubles, as a surface property should. The strength was not used to obtain $d$, so comparing the fourth and fifth rows tests (\ref{eq:dead}). The pair value exceeds the rule by 12\% at 8~nm and by 2.5\% at 16~nm. The estimate $(\pi a_B/a)^2$, which is 10\% and 2.4\%, fixes only the order of magnitude, so the close match in size is not itself a test. The fall by a factor between four and five is near the factor of four expected of a second-order correction.

The second state shows where the simple law weakens. Its ratio to the first is 35\% above the ideal $1/4$ at 8~nm and 8\% above at 16~nm. The fall by a factor of about four is what a second-order correction requires. At 8~nm, $(2\pi a_B/a)^2=0.39$ is no longer small. The positive correction is large enough to make $g_2^{\rm pair}$ greater in the smaller sphere, although the dead layer takes a larger share of the volume there.

In this hard-wall model, which leaves out electron--hole exchange, the first state's enhancement at 8~nm is therefore $0.432\times1365\simeq590$ instead of 830, a reduction of 29\%. The value $d=1.4\,a_B$ belongs to $m_h/m_e=5$ and hard walls; another mass ratio needs its own pair calculation.

\section{Two other limits}

\subsection{Light that varies across the sphere}

Suppose the field inside is a plane wave of wavenumber $k$, and set $q=ka$. This ignores scattering at the surface and the exciton's reaction on the light. For an $s$-like state, averaging $e^{i\mathbf k\cdot\mathbf r}$ over angles gives $\sin(kr)/(kr)$. With $\kappa_n=n\pi/a$, the radial integral is
\begin{align}
\int_0^a\sin\kappa_nr\,\sin kr\,dr
&=\frac12\left[\frac{\sin(n\pi-q)}{\kappa_n-k}-\frac{\sin(n\pi+q)}{\kappa_n+k}\right]\nonumber\\
&=(-1)^{n+1}\frac{\kappa_n\sin q}{\kappa_n^2-k^2},
\end{align}
because $\sin(n\pi\mp q)=\mp(-1)^n\sin q$. Dividing by $k$ and by the uniform-field integral $(-1)^{n+1}a/\kappa_n$ gives the factor by which the amplitude changes. Its square yields
\begin{equation}
g_n(q)=\frac{6}{\pi^2n^2}\left(\frac{\sin q}{q}\right)^2\left[1-\frac{q^2}{n^2\pi^2}\right]^{-2}.
\end{equation}
Parseval's relation for $\sin(kr)/(kr)$ gives the $s$-like sum
\begin{equation}
\sum_ng_n(q)=\frac{3}{a^3k^2}\int_0^a\sin^2kr\,dr=\frac{3}{2q^2}\left[1-\frac{\sin2q}{2q}\right]\simeq1-\frac{q^2}{5}.
\end{equation}
The remainder goes to $l>0$, since $|e^{i\mathbf k\cdot\mathbf r}|^2$ still integrates to $V$. In the example $k=\sqrt{\epsilon}\,E_X/(\hbar c)$, with $c$ the speed of light in vacuum, gives $q=0.29$: the first fraction falls by 1.1\% of its value and the $s$-like sum is 0.983. At $q=\pi$, reached near 87~nm for the same $k$, the sum is only $3/(2\pi^2)=0.152$, so strength proportional to volume can no longer be assigned to the $s$-like series.

\subsection{Strong confinement}

Let $a$ be much smaller than the Bohr radius of each particle, $a_B\mu/m_e$ for the electron and $a_B\mu/m_h$ for the hole. The second is only $a_B/6$ for the masses of the worked example. The Coulomb energy is then small beside the confinement energies and, apart from degenerate levels, $\Psi\simeq\psi_i(\mathbf r_e)\psi_j(\mathbf r_h)$. In equal hard spheres both particles have the same set of real orbitals. Equation (\ref{eq:amp}) then gives $A=p\int\psi_i\psi_j\,d^3r=p\,\delta_{ij}$. An allowed pair of $s$ orbitals has $|A|^2=p^2$ whatever the volume. In a shell of angular momentum $l$, even a weak attraction mixes the $2l+1$ pairs with $i=j$. Their equal-weight sum, which has zero total angular momentum, has $A=p\sqrt{2l+1}$ and takes the shell's whole strength $(2l+1)p^2$, again independent of volume. Equation (\ref{eq:result}) does not apply.

\section{Energy factor and level mixing}

Oscillator strength contains $1/E_n$ with $E_n=E_X(1+n^2\eta)$ and $\eta=E_1/E_X=7.65\times10^{-4}$. Relative to a series with common energy $E_X$, the summed strength is lower by
\begin{equation}
L=\frac6{\pi^2}\sum_n\frac1{n^2}\left[1-\frac1{1+n^2\eta}\right]=\frac6{\pi^2}\sum_n\frac{1}{n^2+1/\eta}.
\end{equation}
The summand decreases with $n$, so the sum is less than $\int_0^\infty dx/(x^2+1/\eta)=\pi\sqrt\eta/2$. Hence $L<3\sqrt\eta/\pi=2.64\%$; direct evaluation gives 2.62\%. In the integral, half the loss comes from $n>1/\sqrt\eta\simeq36$, far outside the model's range. For the low lines the energy factor is negligible.

Long-range electron--hole exchange can matter more. It raises the longitudinal part of the exciton polarization by the longitudinal--transverse splitting $\Delta$, taken here as 5~meV. Assume equal background permittivity inside and outside. An $s$-like polarization along $z$ has a Fourier transform that depends only on $|\mathbf k|$, and the angular mean of $k_z^2/k^2$ is $1/3$. All $s$-like levels therefore shift by $\Delta/3$ without direct coupling to one another. The longitudinal part has squared norm $1/3$, of which $1/9$ is the projection onto the original $s$-like state. The remaining $2/9$ has $l=2$ and bounds the coupling by $\Delta\sqrt{2/9}=2.36$~meV. Without exchange the lowest $l=2$ level is 5.79~meV above $n=1$. The coupled $l=2$ states carry the remaining longitudinal weight $2/3$ and rise by $2\Delta/3$, which widens this gap to 7.46~meV, so the second-order $l=2$ admixture into $n=1$ is certainly below $(2.36/5.79)^2=0.17$. This bounds the $l=2$ weight of the lowest state only, not the change of any strength, because the $l=2$ states also mix the $s$-like levels with one another. Diagonalizing the exchange coupling among the ideal $s$-like and $l=2$ levels at 8~nm gives an $l=2$ weight of 0.025 in the lowest state, yet its share falls from 0.608 to 0.566. The second state is affected more. After the shifts, $n=2$ lies at $9.79+1.67=11.46$~meV and the lowest $l=2$ level at $8.24+3.33=11.57$~meV, with a coupling of 2.07~meV, so the two mix about equally. Exchange cannot be left out of a line-by-line calculation at this radius.

\section{Use for real nanocrystals}

The parameters are rough typical values for copper chloride nanocrystals, whose small, strongly bound exciton makes weak confinement possible at radii of several nanometres. At 8~nm, with exchange left out, the separate confinement of electron and hole lowers the first state's strength by 29\%. A finite barrier should soften this, by an amount not computed here: for 1~eV and the same electron mass outside, the electron's decay length is 0.31~nm, against a dead layer of 1.12~nm. In the ideal centre-of-mass model, a 10\% change of radius moves the $n=2$ level by about 2.0~meV, compared with a 7.3~meV gap between the first two bright levels (5.6~meV once exchange is included). The thermal energy is 0.9~meV at 10~K but 26~meV at 300~K, so at room temperature emission cannot be assigned to $n=1$ alone. Image charges, valence-band mixing, non-spherical shape and phonon broadening are left out, and their effect on the strengths has not been evaluated.

Within the hard-wall model, (\ref{eq:dead}) is suitable for estimates when $n\pi a_B/a$ and $ka$ are both small and exchange coupling is small beside the level gaps. For the example material the first and last of these conditions compete. The bound on the exchange coupling, 2.36~meV, does not depend on the radius, while the level gaps fall as $1/a^2$: in the ideal model the gap from $n=1$ to the lowest $l=2$ level is 5.79~meV at 8~nm but only 1.45~meV at 16~nm. With exchange included among the ideal levels, the share of the lowest state at 16~nm drops from 0.608 to about 0.25. The 16~nm results above, and the $n=2$ results at 8~nm, therefore test the dead-layer rule and are not predictions for copper chloride. For any real nanocrystal the conditions are necessary but not sufficient, because the effects left out must also be shown to be small. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
electron, hole mass: 0.4, 2.0 m0
total, reduced mass: 2.400, 0.3333 m0
relative permittivity: 5.0
exciton energy: 3.2 eV; radius a: 8.0 nm
Bohr radius aB: 0.7938 nm; a/aB: 10.079
exciton binding energy: 181.4 meV
sphere volume: 2144.7 nm^3
enhancement V/(pi aB^3): 1365.0
enhancement, n=1 ideal: 829.8
n=1: confinement 2.448 meV, fraction 0.60793, grid 0.60793
n=2: confinement 9.792 meV, fraction 0.15198, grid 0.15198
n=3: confinement 22.033 meV, fraction 0.06755, grid 0.06755
n=4: confinement 39.170 meV, fraction 0.03800, grid 0.03800
n=5: confinement 61.203 meV, fraction 0.02432, grid 0.02432
sum of first 2 fractions: 0.75991
sum of first 3 fractions: 0.82746
sum of first 5 fractions: 0.88977
sum of first 10 fractions: 0.94215
sum of first 100 fractions: 0.99395
highest n below the 1s-2s gap: 7
sum up to that n: 0.9191
-- full pair calculation, strengths / (V |phi(0)|^2)
a=8 nm: n=1 0.4319, n=2 0.1454
a=8 nm, smaller basis: n=1 0.4319
a=16 nm: n=1 0.5037, n=2 0.1358
ratio n=2/n=1: 0.3368 at 8 nm, 0.2696 at 16 nm
n=1 confinement, pair: 3.309 meV at 8 nm, 0.705 meV at 16 nm
n=1 confinement, ideal, 16 nm: 0.612 meV
dead layer from energy: 1.118 nm at 8 nm, 1.096 nm at 16 nm
n=1 strength by dead-layer rule: 0.3869 at 8 nm, 0.4913 at 16 nm
-- other neglected effects
k a: 0.2901; n=1 fraction with it: 0.60127
s-like sum at this k a: 0.98330
loss of summed strength by 1/E_n: 2.62 %
electron leakage depth, 1.0 eV barrier: 0.309 nm
longitudinal-transverse splitting: 5.0 meV
gap from n=1 to lowest l=2 level: 5.791 meV
coupling to l=2, upper bound: 2.357 meV
second-order l=2 admixture, upper bound: 0.166
gap n=1 to n=2: 7.344 meV
n=2 shift for 10 % radius change: 1.958 meV
thermal energy: 0.862 meV at 10 K, 25.85 meV at 300 K
\end{verbatim}
